# Surface recombination velocity of a passivated wafer with sparse absorbing holes

## Definitions and conventions

A wafer fills $z>0$, with its passivated surface at $z=0$. Let $n(\mathbf r)$ be the excess density of minority carriers and $D$ their diffusivity. In steady state and low injection, without an electric field and with negligible bulk generation and recombination over the distances that matter,

$$\nabla^2 n=0 ,\qquad j=D\,\frac{\partial n}{\partial z}\Big|_{z=0},$$

where $j$ is the particle flux per area into the surface, positive when carriers are lost.

The passivation layer is ideal, so $j=0$ on it. "Ideal" here means free of charge as well as of recombination centres, since oxide charge would bend the bands and spoil the field-free description. The layer is pierced by circular holes of radius $a$ at the points of a square lattice of pitch $p$. The holes absorb perfectly, so $n=0$ on them. Each takes up $Q$ carriers per unit time, and the mean flux per area is $J=Q/p^2$.

Average $n$ over one lattice cell at fixed $z$. The lateral derivatives integrate to zero by periodicity, which leaves $d^2\bar n/dz^2=0$ and hence

$$\bar n(z)=n_{\rm ext}+\frac{J}{D}z .$$

The rest of $n$ consists of lateral harmonics $n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}e^{-Gz}$, with $G\ge 2\pi/p$. Beyond a depth of about one pitch the density is therefore the straight line above, and $n_{\rm ext}$ is that line extrapolated to the surface. The effective surface recombination velocity is defined by

$$S_{\rm eff}=\frac{J}{n_{\rm ext}} .$$

A wafer is "thick" when $e^{-2\pi W/p}\ll1$ for thickness $W$. A one-dimensional calculation may then replace the patterned surface by a uniform one with velocity $S_{\rm eff}$. The velocity multiplies $n_{\rm ext}$, not the density at the far face, which is larger by $JW/D$.

The result to be derived, for $a\ll p$, is

$$S_{\rm eff}=\frac{4Da}{p^2}. \tag{1}$$

## First derivation: summing over sinks

**One hole.** A point sink of strength $q$ on a reflecting plane draws carriers through hemispheres of area $2\pi r^2$. From $2\pi r^2D\,dn/dr=q$ follows $n=n_{\rm loc}-q/(2\pi Dr)$, where $n_{\rm loc}$ is the density far from the sink. The factor is $2\pi$, not $4\pi$, because only half of space is available. For a flux density $j$ spread over the disc,

$$n(\mathbf r)=n_{\rm loc}-\frac{1}{2\pi D}\int\frac{j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r'. \tag{2}$$

This satisfies Laplace's equation and has no flux through the plane outside the disc. It remains to find a $j$ that makes $n$ vanish on the disc. Try

$$j(\rho)=\frac{Q}{2\pi a\sqrt{a^2-\rho^2}} . \tag{3}$$

Its integral over the disc is $(Q/a)\int_0^a\rho\,d\rho/\sqrt{a^2-\rho^2}=Q$, as required.

To evaluate (2) at a point of the disc, use polar coordinates $(s,\varphi)$ centred on that point. The area element $s\,ds\,d\varphi$ cancels the $1/s$ of the kernel. Opposite directions $\varphi$ and $\varphi+\pi$ together form one chord, on which $s$ runs from $s_1<0$ to $s_2>0$. Along the chord $a^2-\rho^2$ is a quadratic in $s$ with leading coefficient $-1$ that vanishes at both ends, so it equals $(s_2-s)(s-s_1)$. With $s=\tfrac12(s_1+s_2)+\tfrac12(s_2-s_1)\sin t$,

$$\int_{s_1}^{s_2}\frac{ds}{\sqrt{(s_2-s)(s-s_1)}}=\int_{-\pi/2}^{\pi/2}dt=\pi .$$

Every chord gives $\pi$, whatever its length. The remaining integral over $0<\varphi<\pi$ gives another $\pi$, so at every point of the disc

$$n=n_{\rm loc}-\frac{1}{2\pi D}\,\frac{Q}{2\pi a}\,\pi^2=n_{\rm loc}-\frac{Q}{4Da}.$$

Setting this to zero yields

$$Q=4Da\,n_{\rm loc}. \tag{4}$$

No other bounded solution exists. The difference $w$ of two solutions vanishes on the disc and at infinity and has no flux through the rest of the plane. Then $\int|\nabla w|^2dV=0$ by Green's theorem, and $w=0$.

The rate grows as the radius, not as the area. The density recovers over a distance of order $a$, so the typical flux density is $Dn_{\rm loc}/a$, and multiplication by an area of order $a^2$ leaves one power of $a$. By (3), the fraction of carriers collected inside radius $\rho$ is $1-\sqrt{1-\rho^2/a^2}$. Half of them arrive outside $\rho=\tfrac{\sqrt3}{2}a\approx0.87a$: the rim does much of the work.

**Many holes.** Seen from one hole, the others are nearly point sinks of strength $Q$. Their sum contains the effect of a uniform sheet of sinks, which is the term $Jz/D$ already present in $\bar n$. What remains is the lattice minus the sheet, and it decays with depth. Near the chosen hole, therefore,

$$n_{\rm loc}=n_{\rm ext}-\frac{Q}{2\pi D}\left[\sum_{\mathbf R\ne0}\frac1R-\frac1{p^2}\int\frac{d^2R}{R}\right]
=n_{\rm ext}+\frac{CQ}{2\pi Dp}, \tag{5}$$

where the bracket, taken with a common smooth cutoff at large $R$, is called $-C/p$.

To find $C$, set $p=1$ and split $1/R$ into $\operatorname{erfc}(\sqrt\pi R)/R$ and $\operatorname{erf}(\sqrt\pi R)/R$.

- The first part converges fast. Its sheet integral is $2\pi\int_0^\infty\operatorname{erfc}(\sqrt\pi R)\,dR=2$, so it contributes $\sum'\operatorname{erfc}(\sqrt\pi R)/R-2$, where the prime omits the origin.
- The second part is smooth and equals 2 at $R=0$. Writing it as $(2/\sqrt\pi)\int_0^{\sqrt\pi}e^{-R^2t^2}dt$ and transforming the Gaussian gives its Fourier transform, $(2\pi/G)\operatorname{erfc}(G/2\sqrt\pi)$. By Poisson summation, the full lattice sum minus the integral is the sum of this transform over $G=2\pi m\neq0$, where $m$ runs over the lengths of the lattice vectors. That is $\sum'\operatorname{erfc}(\sqrt\pi m)/m$. Removing the origin subtracts 2.

Adding the parts,

$$C=4-2\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\sqrt\pi R)}{R}=3.9003 .$$

Now insert $n_{\rm loc}=Q/(4Da)$ from (4) into (5):

$$n_{\rm ext}=Q\left[\frac1{4Da}-\frac{C}{2\pi Dp}\right]=\frac{Q}{4Da}\left[1-\frac{2C}{\pi}\frac ap\right].$$

With $J=Q/p^2$,

$$S_{\rm eff}=\frac{4Da/p^2}{1-2.483\,a/p}. \tag{6}$$

For $a\ll p$ this is (1). The correction is positive because $n_{\rm ext}$ is an average over the surface that includes the depleted surroundings of every hole. The density $n_{\rm loc}$ that feeds a hole is free of that hole's own depletion, and in a square array the neighbours are too far away to make up for it, so $n_{\rm loc}$ is higher than the average. In a long, narrow rectangular cell, close neighbours can reverse the sign.

By symmetry the neighbours' field has no linear variation across a hole. Its first variation is quadratic, of order $Q\rho^2/(Dp^3)$, and the finite size of the neighbours enters at the same order. The error in $n_{\rm ext}/Q$ is thus of order $a^2/(Dp^3)$, which relative to the leading term $1/(4Da)$ is of order $(a/p)^3$.

## Second derivation: solving for the density and matching

This derivation guesses no flux distribution. It constructs the density around one hole directly and joins it to the density between the holes.

**Near a hole.** The function $1/\sqrt{\rho^2+z^2}$ satisfies Laplace's equation, and so does $1/\sqrt{\rho^2+(z+ib)^2}$ for real $b$, because a shift of $z$ by a constant leaves the derivatives unchanged. Superpose these functions:

$$\phi(\rho,z)=\int_{-a}^{a}\frac{db}{\sqrt{\rho^2+(z+ib)^2}},\qquad z>0 .$$

The radicand is $\rho^2+z^2-b^2+2izb$. For $z>0$ it is never zero or negative real, so the root with positive real part is smooth. The contributions of $b$ and $-b$ are complex conjugates, and $\phi$ is real. Three properties are needed.

1. On the disc, $z\to0^+$ and $\rho<a$. The range $|b|<\rho$ gives $\int_{-\rho}^{\rho}db/\sqrt{\rho^2-b^2}=\pi$. For $|b|>\rho$ the root tends to $i\sqrt{b^2-\rho^2}$ when $b>0$ and to the opposite value when $b<0$, so these contributions cancel. Hence $\phi=\pi$ on the whole disc.
2. On the plane outside, $\rho>a$, the integrand is smooth through $z=0$. Replacing $z$ by $-z$ and $b$ by $-b$ leaves the radicand unchanged, so $\phi$ is even in $z$ and $\partial\phi/\partial z=0$ there.
3. Far away, $r\gg a$, the shift $b$ is negligible and $\phi\to2a/r$.

The density that vanishes on the disc, has no flux through the layer and tends to $n_{\rm loc}$ is therefore

$$n=n_{\rm loc}\left(1-\frac{\phi}{\pi}\right)\;\longrightarrow\; n_{\rm loc}\left(1-\frac{2a}{\pi r}\right)\quad(r\gg a). \tag{7}$$

The flux through a large hemisphere is the rate of the hole:

$$Q=2\pi r^2D\,\frac{dn}{dr}=2\pi r^2D\,n_{\rm loc}\frac{2a}{\pi r^2}=4Da\,n_{\rm loc},$$

in agreement with (4). On the plane outside the hole, $\phi=2\arcsin(a/\rho)$, so the surface density is $n_{\rm loc}[1-(2/\pi)\arcsin(a/\rho)]$. It recovers slowly, as $1/\rho$.

**Between the holes.** At distances much larger than $a$ the holes act as point sinks, and $p$ is the only length left. The density must then have the form

$$n=n_{\rm ext}+\frac{J}{D}z-\frac{Q}{Dp}\,g(\mathbf r/p),$$

where $g$ is a pure function of geometry with zero lateral average. Near a sink, $g=p/(2\pi r)+g_0$ plus terms that vanish with $r/p$, and $g_0$ is a number.

**Matching.** In the range $a\ll r\ll p$ both descriptions hold. The near one reads $n_{\rm loc}-Q/(2\pi Dr)$ and the far one $n_{\rm ext}-g_0Q/(Dp)-Q/(2\pi Dr)$. The $1/r$ terms agree, and the constants give

$$n_{\rm ext}=n_{\rm loc}+g_0\frac{Q}{Dp}=n_{\rm loc}\left(1+4g_0\frac ap\right).$$

As $a/p\to0$ the two densities coincide, and $S_{\rm eff}=Q/(p^2n_{\rm ext})\to4Da/p^2$. This is (1) again, obtained without knowing $g_0$. Comparison with (5) identifies $g_0=-C/2\pi$.

## What each derivation assumes

Both derivations need steady diffusion with constant $D$, a surface without charge, perfect absorption, and a wafer that is thick in the sense defined above. They differ in what else they use.

The first starts from a trial flux, justified afterwards by the constant density it produces and by uniqueness. In return it gives the distribution of current over the hole. Its lattice sum is specific to a square array, and it turns (1) into (6) with an error of known order.

The second needs no trial flux, but it needs a range $a\ll r\ll p$ in which the two descriptions overlap. It does not use the square arrangement beyond the area $p^2$ per hole. For another periodic lattice with one hole per cell and a single length scale, the leading result becomes $4Da$ divided by the cell area, and only the number $g_0$ changes.

Equation (6) was tested by a calculation that uses neither (3) nor $C$. Each disc is divided into 20 rings of unknown uniform flux, the lateral harmonics are summed, and the mean density on each ring is set to zero. The table gives $S_{\rm eff}\,p/D$. With 20 rings the solution is 0.04 to 0.07 % low, which can change its last digit.

| $a/p$ | ring solution | eq. (1) | eq. (6) |
|---|---|---|---|
| 0.02 | 0.0841 | 0.0800 | 0.0842 |
| 0.05 | 0.2282 | 0.2000 | 0.2283 |
| 0.10 | 0.5305 | 0.4000 | 0.5321 |
| 0.20 | 1.540 | 0.800 | 1.589 |

Relative to the ring solution, (1) is about 5 % low at $a/p=0.02$ and 25 % low at 0.10, so "sparse" is a demanding condition. Equation (6) is 3 % high at 0.20. When $a$ doubles from $0.10p$ to $0.20p$ at fixed $p$, the remainder in $n_{\rm ext}/Q$ grows by a factor 4.08, close to the factor 4 expected of a term in $a^2$. The divergence of (6) near $a/p=0.40$ lies outside its range and has no physical meaning.

## The opposite limit: weakly absorbing holes

Suppose a hole collects with a finite velocity $S_c$, so that $j=S_cn$ on it. If the density stayed uniform, the rate would be $\pi a^2S_cn_{\rm loc}$. By (2), such a flux lowers the density at the hole by an amount of order $Q/(Da)$, which is of order $(aS_c/D)\,n_{\rm loc}$. For $aS_c/D\ll1$ the density is indeed almost uniform, and

$$S_{\rm eff}\simeq\frac{\pi a^2}{p^2}S_c ,$$

the velocity weighted by open area. For $aS_c/D\gg1$ diffusion limits the rate and (1) applies. The two expressions are equal at $S_c=4D/(\pi a)$.

The limits respond differently to the pattern. Halve both $a$ and $p$, which keeps the open fraction fixed. The area-weighted velocity is unchanged, while (1) and (6) double, provided that $a$ still satisfies $aS_c/D\gg1$.

## Worked example

Take rough values for a laboratory solar cell of p-type silicon, passivated by oxide and contacted at points: $a=5$ µm, $p=250$ µm, $W=400$ µm, electron mobility 1100 cm²/Vs, acceptor density $N_A=10^{16}$ cm⁻³, bulk lifetime 1 ms and temperature 300 K. The thermal voltage $V_T=kT/e$ is 25.85 mV, so $D=1100\times0.02585=28.44$ cm²/s. Equation (1) gives

$$S_{\rm eff}=\frac{4\times28.44\times5\times10^{-4}}{(2.5\times10^{-2})^2}\ \text{cm/s}=91\ \text{cm/s}=0.91\ \text{m/s}.$$

With $a/p=0.02$ the denominator of (6) is $1-0.0497$, which raises the value by 5.2 % to 96 cm/s. At $n_{\rm ext}=10^{13}$ cm⁻³ the recombination current density is $eS_{\rm eff}n_{\rm ext}=0.153$ mA/cm². Multiplied by $p^2$, this is 96 nA per hole.

A "perfect" absorber is still limited by thermal motion. In a nearly isotropic gas of mean speed $\bar v$, the flux towards the wall is $n\bar v/4+J_c/2$ and the flux away from it is $n\bar v/4-J_c/2$, where $J_c$ is the net flux. If nothing returns, the second vanishes and $J_c=n\bar v/2$, so $S_c\approx\bar v/2$. This is an estimate, because the gas next to a perfect absorber is not nearly isotropic; transport theory gives about $0.47\,\bar v$. With a rough effective mass of 0.27 electron masses, $\bar v=2.07\times10^7$ cm/s. The open fraction is 0.126 %, and the area-weighted estimate would be $1.3\times10^4$ cm/s, 136 times the ring solution. The holes are far into the diffusion-limited regime. Including $S_c=\bar v/2$ in the ring calculation lowers $S_{\rm eff}$ by 1.4 %. The mean free path, $3D/\bar v=41$ nm, is much smaller than $a$, as diffusion requires.

Bulk recombination, with a diffusion length of 1686 µm, changes $S_{\rm eff}$ by 0.003 %. The slowest lateral harmonic has fallen to $4\times10^{-5}$ at the far face, and the assumed $n_{\rm ext}/N_A=10^{-3}$ lies in low injection. That density corresponds to weak light. At open circuit under full sunlight (about 40 mA/cm² generated) this wafer holds roughly $n_{\rm ext}/N_A=0.1$ to $0.2$, depending on the emitter, and ambipolar diffusion then lowers $S_{\rm eff}$ by 6 to 11 %. If the mobility varies roughly as $T^{-2.4}$, then $D\propto T^{-1.4}$, and $S_{\rm eff}$ is about 12 % lower at 330 K.

## Oxide charge and real devices

Positive oxide charge can change the result strongly. It attracts electrons to the surface of p-type silicon, where they form a sheet that conducts sideways into the holes. Let $u=\psi/V_T$ be the scaled band bending. With the majority carriers in equilibrium and few electrons, Poisson's equation is $L_D^2u''=1-e^{-u}$, where $L_D=\sqrt{\varepsilon V_T/(eN_A)}=41$ nm. Multiplying by $u'$ and integrating from the neutral bulk gives $L_D^2u'^2=2(u+e^{-u}-1)$. If all its field lines end in the silicon, an oxide charge of $N_{\rm ox}$ elementary charges per area fixes the surface slope by Gauss's law, $L_D|u'|=N_{\rm ox}/(N_AL_D)$. The extra electrons amount to $n\ell$ per area, with

$$\ell=\int_0^\infty(e^{u}-1)\,dz .$$

The sheet carries a lateral flux $D\ell$ times the gradient of $n$, if its diffusivity equals that of the bulk. The comparison is between $\ell$ and $a$. For $N_{\rm ox}=5\times10^{10}$ cm⁻², $\ell=0.11$ µm and the ring calculation gives an increase of $S_{\rm eff}$ by about 5 %. For $10^{11}$ cm⁻², $\ell=1.0$ µm and the increase is 28 %. The steep growth comes from the factor $e^u$. At $1.27\times10^{11}$ cm⁻² the sheet length equals the hole radius in the limit of few electrons (at an electron density of $10^{13}$ cm⁻³ their own charge shortens it by about a fifth), and for $\ell=a$ the velocity $S_{\rm eff}$ doubles, with about three quarters of the carriers arriving through the sheet. At $\ell=1.0$ µm the sheet already delivers nearly half. These figures hold for few electrons: at the densities of $10^{15}$ cm⁻³ reached under full sunlight, the electrons screen the charge and $\ell$ for $10^{11}$ cm⁻² falls to 0.2 to 0.3 µm.

Thermal oxides on silicon usually carry positive charge, and densities of this size are realistic, so the flat-band assumption needs to be examined in each case. The chosen wafer is thicker than those of present mass production. A metal contact also bends the bands beside it: for 0.5 V the depletion width is 254 nm, or 5.1 % of $a$. If the whole depleted layer, below the contact as well as beside it, acted as part of the absorber, $S_{\rm eff}$ would rise by 13 to 14 %, depending on whether the edge of the layer is taken as rounded or square. Many real contacts have heavily doped silicon beneath them, which keeps minority carriers away from the metal. Such a contact has a smaller $S_c$, and once $S_c$ falls well below $4D/(\pi a)$ the area-weighted law replaces (1). Drawing current from the cell adds an electric field, because the majority carriers crowd into the same openings. For a majority current density $J_{\rm m}$ and a silicon conductivity $\sigma$, the voltage drop around each opening is $J_{\rm m}p^2/(4\sigma a)$. At 40 mA/cm² and a majority mobility of about 400 cm²/Vs this is about 20 mV, comparable with $V_T$. The field drives electrons away from the opening and lowers $S_{\rm eff}$ by about a third. This assumes an ohmic contact. A bare metal contact with the 0.5 V bending considered above is a rectifying barrier, and by a thermionic-emission estimate it would cost roughly another 0.4 V at this current. A working cell therefore needs a lower barrier or heavily doped silicon under the metal. The 96 cm/s found here therefore describes bare, strongly absorbing openings in an oxide with little charge and little recombination of its own, in a cell near open circuit and under light weak enough for low injection. A residual recombination velocity of 10 cm/s at the oxide would add about 10 %. Most of the values are listed in the numerical output below.

## Values computed for the example and the checks

```
Single disc, solved rate / (D a n): 3.9985
Radius holding half the flux / a: 0.865
Lattice constant C: 3.900265 (damped sum 3.9000)
Neighbour coefficient 2C/pi: 2.4830
a/p; S_eff p/D: solved, sparse law, law with neighbours
  0.02; 0.0841, 0.0800, 0.0842
  0.05; 0.2282, 0.2000, 0.2283
  0.10; 0.5305, 0.4000, 0.5321
  0.20; 1.5400, 0.8000, 1.5892
Growth of resistance remainder when a doubles: 4.08
Hole radius: 5.0 um; pitch: 250 um
Wafer thickness: 400 um; temperature: 300 K
Electron mobility: 1100 cm2/Vs
Doping: 1.0e+16 cm^-3; n_ext: 1.0e+13 cm^-3
Bulk lifetime: 1.0 ms
Relative mass: 0.27; permittivity: 11.7
Thermal voltage: 25.85 mV
Diffusivity D: 28.44 cm2/s
S_eff, sparse law: 91.00 cm/s = 0.9100 m/s
S_eff with neighbours: 95.75 cm/s
S_eff, solved: 95.71 cm/s
Neighbour increase: 5.23 %
Recombination current density: 0.1534 mA/cm2
Current per hole: 95.9 nA
Mean thermal speed: 2.07e+07 cm/s
Mean free path 3D/v: 41.2 nm
Open area fraction: 0.1257 %
Area-weighted velocity estimate: 1.301e+04 cm/s
Its ratio to solved S_eff: 136
Change by thermal collection limit: -1.35 %
Diffusion length: 1686 um
Change by bulk recombination: 0.0031 %
Lateral mode left at far side: 4.3e-05
Injection ratio n_ext/doping: 1.0e-03
Rough mobility exponent in T: -2.4
Change of S_eff at 330 K: -12.5 %
Depletion width at 0.5 V bending: 254 nm
Depletion width / hole radius: 5.1 %
Debye length: 40.9 nm
Oxide charge (cm^-2); bending (mV); sheet length (um); S_eff change (%)
  5.0e+10; 39.6; 0.112; 4.5
  1.0e+11; 102.7; 1.022; 28.1
Oxide charge for sheet length = a: 1.27e+11 cm^-2
```
